# Verifying Ultrasoft Pseudopotential Forces by Central Differences and Frozen Orbitals

## Definitions and conventions

Hartree atomic units are used. The occupied orbitals $\psi_n$ have a fixed, equal occupation $f$ and are separated from the empty ones by a gap. They are expanded in functions that do not move with the atoms, such as plane waves. One atom sits at $R$ and is displaced along one axis. Sums over the other atoms are not written.

An ultrasoft pseudopotential has projectors $\beta_i$ and augmentation functions $Q_{ij}$, both centred on the atom. For simplicity $Q_{ij}$ is real and symmetric in $i,j$. With $q_{ij}=\int Q_{ij}\,dx$, the overlap operator and the orthonormality condition are

$$S=1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|,\qquad \langle\psi_m|S|\psi_n\rangle=\delta_{mn}.$$

The projector occupations and the electron density are

$$\rho_{ij}=\sum_n f\langle\psi_n|\beta_i\rangle\langle\beta_j|\psi_n\rangle,\qquad n(x)=\sum_n f|\psi_n(x)|^2+\sum_{ij}\rho_{ij}Q_{ij}(x-R).$$

Integrating $n$ gives $\sum_n f\langle\psi_n|S|\psi_n\rangle$, so orthonormality fixes the electron number. The force is $F=-dE/dR$, and the central difference is

$$\mathcal D(h)=\frac{E(R+h)-E(R-h)}{2h}.$$

The number to compare with $F$ is $-\mathcal D(h)$.

## A case small enough for hand calculation

Take one orbital $\psi=c\,\varphi$, where $\varphi$ is a single fixed, normalised function and $c$ is real. The electrons do not interact and move in a fixed potential $V$. There is one projector, with $p=\langle\beta|\varphi\rangle^2$. Let $t=\langle\varphi|T+V|\varphi\rangle$, where $T$ is the kinetic energy.

The projector and the augmentation function belong to the same atom, but give them separate centres $R_p$ and $R_a$ for the moment. The density is $fc^2[\varphi^2+p(R_p)\,Q(x-R_a)]$, so the energy is

$$E(c,R_a,R_p)=fc^2\,[\,t+D(R_a)\,p(R_p)\,],\qquad D(R_a)=D^0+\int V(x)\,Q(x-R_a)\,dx .$$

Orthonormality requires $c^2s=1$ with $s=1+qp$. Hence $E=f\varepsilon$, where $\varepsilon=(t+Dp)/s$ is the orbital energy. Now let both centres move together and differentiate, with primes for $d/dR$ and $s'=qp'$:

$$\frac{dE}{dR}=f\left[\frac{D'p+Dp'}{s}-\frac{(t+Dp)\,qp'}{s^2}\right]=fc^2\,[\,D'p+Dp'-\varepsilon q p'\,].$$

The last form uses $1/s=c^2$ and $(t+Dp)/s=\varepsilon$. The force therefore has three parts:

$$F_{\rm aug}=-fc^2pD',\qquad F_{\rm proj}=-fc^2Dp',\qquad F_S=+fc^2\varepsilon q p'.$$

Each part can be reached by a difference of energies.

- Keep $c$ and move $R_a$ alone. The slope is $fc^2p\,[D(R+h)-D(R-h)]/2h$, which tends to $-F_{\rm aug}$.
- Keep $c$ and move $R_p$ alone. The slope tends to $fc^2Dp'=-F_{\rm proj}$.
- $F_S$ appears in neither, because a frozen $c$ violates $c^2s=1$ once the projector has moved. Replace $c$ by $c/\sqrt{c^2s(R\pm h)}=1/\sqrt{s(R\pm h)}$, and the slope becomes that of $f\varepsilon(R)$, which contains all three parts.

The truncation error can also be seen by hand. Let $D$ be constant and let $p=p_0+gu$ be linear in the displacement $u$. Write $s_0=1+qp_0$. Since

$$\varepsilon=\frac{t+Dp}{1+qp}=\frac Dq+\frac{t-D/q}{s_0+qgu},$$

the central difference with restored normalisation is

$$\mathcal D(h)=\frac{f(t-D/q)}{2h}\left[\frac1{s_0+qgh}-\frac1{s_0-qgh}\right]=\frac{f(D-qt)\,g}{s_0^2-q^2g^2h^2}.$$

As $h\to0$ this is $f(D-qt)g/s_0^2$. At finite $h$ its relative error is $q^2g^2h^2/s_0^2$ to leading order. The frozen slope is $fc^2Dg$ at every $h$, so here the truncation error comes entirely from the normalisation. For $q\to0$ that error and $F_S$ both vanish, which is the norm-conserving limit.

## The general force

Let the energy be

$$E=\sum_n f\langle\psi_n|T|\psi_n\rangle+\sum_{ij}D^0_{ij}\rho_{ij}+\int V_{\rm loc}\,n\,dx+E_{\rm H}[n]+E_{\rm xc}[n]+E_{\rm ii},$$

with Hartree, exchange-correlation and ion-ion parts at the end. Define $V_{\rm eff}=V_{\rm loc}+V_{\rm H}+V_{\rm xc}$. A change of the orbitals at fixed $R$ changes $n$ both directly and through $\rho_{ij}$:

$$\delta E=\sum_n f\,\delta\langle\psi_n|T+V_{\rm eff}|\psi_n\rangle+\sum_{ij}\Big(D^0_{ij}+\int V_{\rm eff}Q_{ij}\,dx\Big)\delta\rho_{ij},$$

where $V_{\rm eff}$ is held fixed in the first variation. The bracket is the screened coefficient $D_{ij}$. Thus $\delta E=\sum_n f\,(\langle\delta\psi_n|H|\psi_n\rangle+{\rm c.c.})$ with

$$H=T+V_{\rm eff}+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|,\qquad H\psi_n=\varepsilon_nS\psi_n .$$

When the atom moves, the orbitals respond by $\psi_n'=d\psi_n/dR$, and

$$\frac{dE}{dR}=\frac{\partial E}{\partial R}\Big|_\psi+\sum_n f\varepsilon_n\big(\langle\psi_n'|S|\psi_n\rangle+{\rm c.c.}\big).$$

Differentiating $\langle\psi_n|S|\psi_n\rangle=1$ shows that the bracket equals $-\langle\psi_n|\partial S/\partial R|\psi_n\rangle$. The unknown response has gone.

At fixed $\psi$, the density changes by $\sum_{ij}(\rho_{ij}\,\partial Q_{ij}/\partial R+Q_{ij}\,\partial\rho_{ij}/\partial R)$. The second piece combines with $D^0_{ij}$ to form $D_{ij}$. The result is $F=F_{\rm ion}+F_{\rm aug}+F_{\rm proj}+F_S$ with

$$F_{\rm ion}=-\frac{\partial E_{\rm ii}}{\partial R}-\int n\,\frac{\partial V_{\rm loc}}{\partial R}dx,\qquad F_{\rm aug}=-\sum_{ij}\rho_{ij}\int V_{\rm eff}\frac{\partial Q_{ij}}{\partial R}dx,$$

$$F_{\rm proj}=-\sum_{ij}D_{ij}\frac{\partial\rho_{ij}}{\partial R}\Big|_\psi,\qquad F_S=\sum_n f\varepsilon_n\Big\langle\psi_n\Big|\frac{\partial S}{\partial R}\Big|\psi_n\Big\rangle .$$

The last two terms are not separately physical. Adding a constant $v_0$ to the potential changes $\varepsilon_n$ by $v_0$ and $D_{ij}$ by $v_0q_{ij}$. The resulting changes of $F_{\rm proj}$ and $F_S$ are equal and opposite. Two codes with different zeros of potential can therefore disagree on these terms and agree on the force.

## Isolating the terms with frozen orbitals

Write the energy routine so that it accepts separate centres for the ion, the augmentation functions and the projectors. Converge the orbitals at $R$, freeze them, and recompute $n$ and the whole energy after each displacement. Moving one set of centres gives the slope $-F_{\rm ion}$, $-F_{\rm aug}$ or $-F_{\rm proj}$. Moving all three gives $-(F-F_S)$, because the frozen orbitals are no longer orthonormal.

To obtain $F_S$, collect the orbital coefficients as columns of $C$ and restore orthonormality symmetrically:

$$C'=C\,O^{-1/2},\qquad O=C^\dagger S(R+h)\,C=1+hO_1+\dots,\qquad (O_1)_{mn}=\Big\langle\psi_m\Big|\frac{\partial S}{\partial R}\Big|\psi_n\Big\rangle .$$

To first order $O^{-1/2}=1-hO_1/2$, so $\delta\psi_n=-\tfrac h2\sum_m\psi_m(O_1)_{mn}$. Because $\langle\psi_m|H|\psi_n\rangle=\varepsilon_n\delta_{mn}$, the energy change due to restoration is

$$\sum_n f\big(\langle\delta\psi_n|H|\psi_n\rangle+{\rm c.c.}\big)=-h\sum_n f\varepsilon_n(O_1)_{nn}=-hF_S .$$

The restored slope is thus $-F$, without a new self-consistent calculation. The restored slope minus the plain frozen slope is $-F_S$. This difference uses no eigenvalue, so it can expose a wrong $\varepsilon_n$ or a wrong sign in the analytic term.

If the self-consistent state is a minimum, the restored energy cannot lie below the self-consistent energy at the same geometry. The restored orbitals are allowed trial orbitals whose error is $O(h)$, so the excess energy is $O(h^2)$. The $h^2$ part is the same at $+h$ and $-h$ and cancels from the central difference.

## Choosing the displacement

For noiseless energies, the even terms of the Taylor series cancel:

$$\mathcal D(h)=E'+\frac{h^2}{6}E'''+O(h^4).$$

Now let each energy carry a self-consistency error with mean $\mu$ and standard deviation $\sigma$, independent at the two points. The mean cancels in the difference. The random parts contribute the variance $2\sigma^2/(2h)^2=\sigma^2/(2h^2)$. The mean square error is

$$\Delta^2(h)=\frac{E'''^2h^4}{36}+\frac{\sigma^2}{2h^2}.$$

Setting the derivative $E'''^2h^3/9-\sigma^2/h^3$ to zero gives

$$h^*=\left(\frac{3\sigma}{|E'''|}\right)^{1/3}.$$

At this point $\sigma^2=E'''^2h^{*6}/9$. The two contributions to $\Delta^2$ are $E'''^2h^{*4}/36$ and $E'''^2h^{*4}/18$, so

$$\Delta(h^*)=\frac{|E'''|h^{*2}}{\sqrt{12}},\qquad \frac{\Delta(rh^*)}{\Delta(h^*)}=\sqrt{\frac{r^4+2/r^2}{3}} .$$

A displacement four times too large costs a factor 9.2, and one four times too small costs 3.3.

If all that is known is a bound $\eta$ on the size of each energy error, minimise $|E'''|h^2/6+\eta/h$. The condition $|E'''|h/3=\eta/h^2$ gives the same formula for $h^*$ with $\eta$ in place of $\sigma$. There $\eta/h^*=|E'''|h^{*2}/3$, so the least bound is $|E'''|h^{*2}/2$.

The formula fails where $E'''$ is close to zero. The next truncation term, $h^4E^{(5)}/120$, then takes over. The derivative of $(h^4E^{(5)}/120)^2+\sigma^2/(2h^2)$ vanishes when $h^{10}=1800\,\sigma^2/(E^{(5)})^2$.

**How the noise depends on convergence.** Let the energy be the Kohn–Sham energy of the output orbitals. These are orthonormal, and the energy is stationary, so an orbital error $\delta\psi$ enters at second order. The analytic force is not stationary and has an error of first order. If the density error keeps the same pattern as it shrinks, $\delta\psi$ is proportional to the density residual $r_n$ once $r_n$ is small. Hence $\sigma\propto r_n^2$, $h^*\propto r_n^{2/3}$, and the least difference error scales as $r_n^{4/3}$, while the analytic force error scales as $r_n$. The analytic reference is thus the quantity that needs tight convergence.

**When the error is not noise.** If every run starts from the same recipe and stops after the same number of cycles, its energy error $e(R)$ is a smooth function. It adds $[e(R+h)-e(R-h)]/2h\to e'(R)$ to the slope. This is a bias that neither grows as $1/h$ nor averages away.

## The procedure

1. Converge the reference state tightly and compute the analytic terms.
2. Compare each term with its frozen-orbital slope. Obtain $F_S$ from the restored slope minus the plain slope.
3. Repeat the self-consistent calculation at $R$ from varied starting densities, with the stopping limit intended for the differences, and take $\sigma$ from the scatter.
4. Since $E'=-F$, obtain $E'''\approx-[F(R+h)-2F(R)+F(R-h)]/h^2$ from tightly converged forces.
5. Compute $h^*$ and scan $h$ from about $h^*/4$ to $4h^*$, with starting densities varied as in step 3. Runs from one fixed start that stop at the same cycle have correlated errors and show no $1/h$ branch.
6. Read the discrepancy. Growth as $h^2$ is truncation and growth as $1/h$ is noise. A constant is a faulty force term, a reproducible bias in the energies or a loosely converged analytic force. A faulty term shows up in step 2 and remains there when the reference state is converged more tightly. A loosely converged reference can also disturb the comparison of $F_S$, because its eigenvalues belong to the input potential, but that mismatch vanishes as the reference converges, though not always at each tightening. The other two shrink when the energies or the reference state, respectively, are converged more tightly.

## A self-consistent example

The model is a one-dimensional periodic cell of 12 bohr with 37 plane waves and four electrons in two orbitals. All parameters are round model values.

- Charges interact through $Ue^{-\kappa|x|}$, with $U=1$ Ha and $\kappa=1$ bohr$^{-1}$.
- The ions are Gaussian charges of strengths 3.0 and 2.6 at 4.0 and 6.3 bohr, with widths 0.45 and 0.50 bohr.
- Each ion has an even Gaussian projector and an odd one, of widths 0.55 and 0.60 bohr on the two ions. The charges $q$ (even, odd) are 0.35, 0.25 on ion 1 and 0.30, 0.20 on ion 2. The $D^0$ values are 0.5, 0.4 and 0.4, 0.3 Ha.
- The even-even and odd-odd augmentation functions are Gaussians of widths 0.40 and 0.45 bohr on the two ions. The even-odd functions are proportional to the derivatives of these Gaussians and carry dipoles of 0.12 and 0.10 bohr.
- The exchange-correlation energy density is $-an^2/(1+bn)$, with $a=0.2$ Ha bohr and $b=1$ bohr.

Diagonalisation with linear density mixing (mixing fraction 0.4, used throughout) gives occupied levels at $-0.496$ and $-0.193$ Ha and a gap of 0.234 Ha.

**The terms.** Frozen slopes were computed at $h=0.01$ and $0.005$ bohr and combined as $[4\mathcal D(h/2)-\mathcal D(h)]/3$, which cancels the $h^2$ error. For ion 1, in Ha/bohr:

| Term | Analytic | Frozen orbitals |
|---|---|---|
| $F_{\rm ion}$ | $-0.418991$ | $-0.418991$ |
| $F_{\rm aug}$ | $0.067110$ | $0.067110$ |
| $F_{\rm proj}$ | $-0.038209$ | $-0.038209$ |
| $F_S$ | $-0.043127$ | $-0.043127$ |

The sum is $-0.433218$ Ha/bohr, or $-22.277$ eV/Å. The negative sign means that ion 1 is pushed away from ion 2. Self-consistent energies give the same value to these digits.

Plain frozen orbitals with all centres moved give $-0.390090$ Ha/bohr. Restoration gives $-0.433218$ Ha/bohr, and the difference is $F_S$. With this model's zero of potential, omitting $F_S$ would leave an error of 10% of the total force. The fraction is not a property of the system: it is 19% if the potential is shifted by $-1$ Ha and passes through zero for a shift near $+1.1$ Ha. At $h=0.01$ bohr the plain frozen density has gained $3.7\times10^{-4}$ electron.

The restored energy, averaged over $\pm h$, exceeds the self-consistent one by $7.02\times10^{-4}$ Ha at $h=0.04$ bohr and by $1.755\times10^{-4}$ Ha at $0.02$ bohr. The ratio is 4.00, as an $h^2$ law requires.

**The displacement.** The second difference of forces gives $E'''=0.753$ Ha/bohr³. For the noise, each run started from Gaussian atomic densities (two electrons per ion, width 0.8 bohr) plus the five longest cosine and sine waves with normally distributed amplitudes of standard deviation 0.05 bohr$^{-1}$, and stopped when $\int|n_{\rm out}-n_{\rm in}|dx$ fell below $10^{-2}$ electron. Sixty runs gave $\sigma=1.63\times10^{-8}$ Ha. Other sets of sixty give $1.4$ to $2.6\times10^{-8}$ Ha, which moves $h^*$ only between 0.0038 and 0.0047 bohr. With the first value,

$$h^*=\left(\frac{3\times1.63\times10^{-8}}{0.753}\right)^{1/3}{\rm bohr}=0.0040\ {\rm bohr},$$

$$\Delta(h^*)=\frac{0.753\times(0.00402)^2}{\sqrt{12}}=3.5\times10^{-6}\ {\rm Ha/bohr}.$$

Thirty fresh runs on each side at five displacements, with all pairs of energies combined, gave these rms errors:

| $h/h^*$ | Observed ($10^{-6}$ Ha/bohr) | Predicted ($10^{-6}$ Ha/bohr) |
|---|---|---|
| 0.25 | 15.1 | 11.5 |
| 0.5 | 5.2 | 5.8 |
| 1 | 4.2 | 3.5 |
| 2 | 8.2 | 8.2 |
| 4 | 32.3 | 32.4 |

The smallest observed error lies at the predicted displacement. In this draw the two columns agree within 1% on the truncation side and differ by up to about 30% at $h^*$ and below. Four other draws keep the minimum at $h^*$ and differ from the prediction by up to 6% at $2h^*$ and 40% at $h^*$ and below.

**Convergence.** At the same stopping limit, the analytic force has an rms error of $3.2\times10^{-5}$ Ha/bohr over the sixty runs, roughly nine times the predicted least error of the energy difference. A loosely converged analytic force could thus be blamed for a fault it does not have.

Tightening the limit tenfold reduces $\sigma$ to $1.17\times10^{-10}$ Ha and $h^*$ to $0.0008$ bohr. Between the two limits, the rms energy error falls as the power 2.17 of the limit and the rms force error as the power 1.30. Other sets of runs give powers from 2.1 to 2.3 and from 1.1 to 1.4. The force power lies above one, so the first-order law is only a rough guide between these two limits; for limits below $10^{-4}$ electron it settles near 1.05 per decade.

**A reproducible bias.** Energies taken after four cycles from the unperturbed atomic densities shift the slope by $4.27\times10^{-5}$ Ha/bohr, both at $h=0.02$ and at $h=0.002$ bohr. Independent noise would have grown tenfold between these displacements. This constant shift is twelve times the predicted least rms error above, and reducing $h$ does not remove it. Tighter convergence does: the shift falls to $1.4\times10^{-6}$ Ha/bohr after six cycles and $9\times10^{-8}$ after eight. Its size depends on the iteration scheme; after four cycles it is $2.2\times10^{-3}$ Ha/bohr with mixing fraction 0.2 and $4.5\times10^{-7}$ with 0.6.
